Pressure in connected chambers at different temperatures in free-molecular flow

**Question**

I monitor water vapour in a lithography vacuum chamber, because I want to know how fast it arrives on a clean surface. The chamber is at 295 K. The absolute-pressure gauge is heated to 373 K to keep vapours from condensing in it, and a short open tube joins the two.

The gauge shows 1.0×10⁻⁴ Torr. I took this as the chamber pressure: the volumes are connected, nothing flows any more, and a pressure difference would push gas through the tube until it was gone. A colleague says that the two pressures differ although the flow is zero. How can that be? What holds the difference up, and does it matter for my arrival rate?

**Answer**

Your colleague is right, provided that molecules pass through the tube without meeting each other. At such low density no body of gas is there to be pushed. Molecules cross independently in both directions, and "no flow" means that equal numbers cross each way. That is a condition on crossing rates, and a crossing rate depends on temperature as well as pressure.

**The crossing rate**

Take first a small hole in a thin wall. Each chamber is large compared with the hole, so its gas takes the temperature T of its walls. Let n be the number density, m the molecular mass and k Boltzmann's constant. Pressure means p = nkT in the bulk of a chamber, away from the hole.

Let v be the velocity component perpendicular to the hole. In a gas at temperature T its distribution is

f(v) = √(m/2πkT) exp(−mv²/2kT).

Molecules with v > 0 approach the hole. In unit time, those with component v reach unit area from within a depth v, so their contribution is n v f(v) dv. The number crossing unit area per unit time from one side is therefore

J = n ∫₀^∞ v f(v) dv.

With a = m/2kT, the integral of v exp(−av²) from 0 to ∞ is 1/(2a) = kT/m. Hence

J = n √(m/2πkT) · kT/m = n √(kT/2πm).

Now replace n by p/kT:

J = (p/kT) √(kT/2πm) = p/√(2πmkT).

At a given pressure, a hotter gas sends fewer molecules through the hole. Its molecules are faster by a factor √T, but their density is lower by a factor 1/T, and the density wins.

**The condition for zero flow**

Label the chamber c and the gauge g. Suppose that the pressures start out equal. Then J_c/J_g = √(T_g/T_c), which exceeds 1 because the gauge is hotter. Gas flows from the cold side to the hot side, although no pressure difference drives it. The pressure in the gauge rises until J_c = J_g:

p_c/√(2πmkT_c) = p_g/√(2πmkT_g).

The factor 2πmk is common to both sides and cancels, leaving

p_g/p_c = √(T_g/T_c).

The densities follow from n = p/kT:

n_g/n_c = (p_g/p_c)(T_c/T_g) = √(T_c/T_g).

So neither the pressures nor the densities are equal: the hot side has the higher pressure and the lower density. The effect is called thermal transpiration. Since m has cancelled, in a mixture the same ratio holds for the partial pressure of each gas, as long as collisions in the opening can be neglected for all of them.

The law can also be seen to emerge from molecular motion alone. I simulated two equal cubic boxes joined by a square hole one fifth of a box edge wide, with wall temperatures in the ratio 4:1. The 20,000 molecules all started in the cold box, flew in straight lines, and left each wall with the random velocity proper to its temperature. Pressure was measured as impulse on the walls, and density as time spent in each box. The hot-to-cold ratios came out as 1.990 for pressure and 0.507 for density, where the law gives 2 and 0.5. These departures of about a percent come almost entirely from the finite size of the hole: a molecule that passes through keeps the speed of the other box until it hits a wall. Counting those flights gives 1.989 and 0.506, and random sampling accounts for the rest.

**What holds the pressure difference up?**

Your force argument pictures a plug of gas in the opening, with p_g on one face and p_c on the other. In a collisionless gas, the plane of the hole is not loaded in that way. Molecules arriving from one side carry perpendicular momentum mv each, so their momentum flux is

n ∫₀^∞ mv² f(v) dv = ½ n m (kT/m) = ½ nkT = p/2.

The factor ½ appears because only half of the distribution moves towards the hole. The stream from the other side carries momentum of the opposite sign in the opposite direction, so its contribution to the stress has the same sign. The total stress in the plane of the hole is

p_c/2 + p_g/2 = (p_c + p_g)/2.

This is one value, shared by the gas on both sides, so a thin plug of gas in the hole feels no unbalanced force. On a thicker plug the stresses at the two ends do differ, but molecules crossing its sides also carry momentum, and this makes up the balance. The difference p_g − p_c is felt by the solid partition around the hole, which bears p_g on one face and p_c on the other. In a tube, the tube wall also takes up momentum along the axis, because molecules strike it and leave in new directions.

**Why your rule works in a dense gas**

When the mean free path is much shorter than the tube is wide, the molecules in the tube do act as a continuous fluid. Consider a thin slice of this fluid at rest. The pressure forces on its two faces can be balanced only by shear stress at the tube wall. In ordinary viscous flow that stress is proportional to the velocity gradient, which is zero in a fluid at rest. The pressure must then be the same on both faces, and so all along the tube. This is the leading-order result for a dense gas. It leaves out thermal creep: the temperature gradient drives a slow flow of gas along the wall towards the hot end, and at zero net flow a small pressure difference drives an equal return flow through the middle of the tube. That pressure difference fades as the mean free path becomes small compared with the width.

Both rules are therefore correct in their own regimes. Neither gives the ratio when the mean free path is comparable with the tube width.

This difference can be put to use. Join a cold chamber to a hot one by a passage so narrow that the flow in it is free-molecular, and join the hot one to a second cold chamber by a passage so wide that the gas in it is viscous. The first link raises the pressure by a factor √(T_hot/T_cold) and the second leaves it nearly unchanged. The two cold chambers then have the same temperature but different pressures, so the arrangement is a pump without moving parts. If both links were free-molecular, the second would undo what the first had done.

No law of thermodynamics is broken, because zero particle flow is not thermal equilibrium. Fast molecules reach the hole more often than slow ones, so those that cross carry extra energy. Their mean energy of perpendicular motion is

½m · ∫₀^∞ v³f dv / ∫₀^∞ v f dv = ½m · [1/(2a²)]/[1/(2a)] = m/(2a) = kT.

The two sideways components add ½kT each, which makes 2kT per crossing. With equal numbers J crossing each way, a hole passes translational energy from hot to cold at the rate 2k(T_g − T_c)J per unit area. Heaters must keep supplying it.

**Does a tube change the ratio?**

In a tube, many molecules hit the wall and turn back. Let W_cg be the probability that a molecule entering from the chamber comes out in the gauge, and W_gc the probability for the reverse trip. With end areas A_c and A_g, zero net flow means

A_c W_cg J_c = A_g W_gc J_g.

To find the geometric factors, imagine the whole system at one temperature. In equilibrium the pressures are equal, so J_c = J_g, and there is no net flow. Hence

A_c W_cg = A_g W_gc.

Now let the temperatures differ. If the direction in which a molecule leaves the wall does not depend on its speed or on the wall temperature, its possible paths are the same as before. It merely covers them faster or slower. The W values are then unchanged, the geometric factors cancel, and J_c = J_g again. The square-root law holds for a tube of any shape, and the temperature profile along its wall does not matter.

A cone makes this less abstract. I followed 200,000 molecules each way through a cone with end areas in the ratio 1:4 and a length equal to the diameter of the wide end. The wall scattered diffusely: each molecule left in a random direction drawn from the cosine law, with no memory of the incoming direction. From the narrow end 71.8% got through, and from the wide end 18.0%. The ratio of these chances is 3.995, which offsets the area ratio of 4 to within the sampling error. The cone does not act as a one-way valve.

**Your numbers**

I take the reading as the true pressure inside the heated volume, and the gas as water vapour alone. An absolute gauge shows the total pressure, so if other gases are present, only water's share of the reading counts towards its arrival rate. The chamber pressure is then

p_c = p_g √(T_c/T_g) = 1.0×10⁻⁴ Torr × √(295/373) = 8.89×10⁻⁵ Torr,

or 1.19×10⁻² Pa. The ratio p_g/p_c is 1.1245, so taking the reading as the chamber pressure overstates that pressure by 12.45%.

The densities are 2.91×10¹² cm⁻³ in the chamber and 2.59×10¹² cm⁻³ in the gauge.

The arrival rate on a surface in the chamber is the same J as at the hole. For water, with m = 18.015 u,

J = p_c/√(2πmkT_c) = 4.29×10¹⁶ cm⁻² s⁻¹.

Using the gauge pressure with the chamber temperature would give 4.82×10¹⁶ cm⁻² s⁻¹, again too high by 12.45%. Using the gauge pressure with the gauge temperature gives the correct rate, because zero flow is the very condition J_c = J_g. If the arrival rate is all you need, put the gauge's own temperature into the formula and skip the chamber pressure.

For a surface with 10¹⁵ sites per cm², a round value, one molecule arrives per site in

10¹⁵ cm⁻² / (4.29×10¹⁶ cm⁻² s⁻¹) = 23.3 ms,

against 20.8 ms by the equal-pressure rule. This is the time to form a layer only if every molecule sticks. When few of them stick, the sticking probability is likely to be a far larger unknown than 12%.

**How far can you trust the correction?**

You do not give the tube's size, so I assume a diameter of 10 mm and a length of 50 mm. The temperatures and the pressure are roughly typical of a heated capacitance gauge during pump-down, though 10⁻⁴ Torr is near the low end for such gauges. The estimates below are not strict bounds.

*Collisions in the tube.* For hard spheres of diameter d, the mean free path is 1/(√2 πd²n). With d = 0.46 nm, a rough value for water, it is 365 mm in the chamber, or 36.5 tube diameters. If collisions weaken the effect in the proportion of diameter to free path, they change the inferred pressure by 12.45%/36.5 = 0.34%. A more cautious estimate uses the whole zigzag path of a molecule that gets through. Ray tracing gives a mean of 211 mm, so there are about 211/365 = 0.58 collisions per passage. Counting the full effect as lost once per collision gives a change of about 7%. This is an overestimate, since a molecule that collides twice cannot lose the effect twice. The truth is likely to be nearer the small figure: for a long tube with diffuse walls, kinetic theory gives a change of only a few tenths of a percent at this mean free path.

*Wall scattering.* This is the weakest assumption. Solving the balance of wall hits along the tube numerically gives W = 0.191 for diffuse scattering. If a tenth of the wall hits are mirror-like instead, ray tracing gives W = 0.2175, an increase of about 14% (13.9%, with a sampling error of roughly 0.7 percentage points). That does no harm if it applies to all molecules alike, since W cancels. Suppose, as an extreme case, that it applied only to molecules coming from the cold side. Zero flow would then require

p_g/p_c = 1.1245 × 1.139 ≈ 1.28.

If it applied only to those from the hot side, the ratio would be 1.1245/1.139 ≈ 0.99, and the pressure difference would nearly vanish. A real wall need not behave in either way, but the square-root law clearly rests on scattering that does not depend on speed. A rough tube wall is likely the safer case, because its geometry largely sets the outgoing directions and a small mirror-like share matters less. It need not follow the cosine law, though: grooves send molecules partly back the way they came, so W may differ from 0.191.

*Outgassing of the gauge.* Water leaving the gauge walls must flow out through the tube, so the flow is not quite zero. If the walls release a gas load Q, measured as pressure times volume per unit time at T_g, the gauge pressure rises by Q/C. Here

C = A W √(kT_g/2πm) = 2.48 L/s

is the conductance of the tube and A its cross-section. For 50 cm² of wall releasing 10⁻⁹ Torr L s⁻¹ cm⁻², both assumed,

Q/C = (5×10⁻⁸ Torr L/s)/(2.48 L/s) = 2.0×10⁻⁸ Torr,

which is 0.02% of the reading. A freshly vented gauge may release far more, and the error grows in proportion.

*Temperature of the gas.* A molecule in the gauge hits its walls on average

50 cm²/(A W) = 333 times

before it escapes. It therefore has ample opportunity to reach the gauge temperature, unless it exchanges very little energy per hit. On the chamber side, an error of 5 K in T_c changes the inferred pressure by 0.84%.

*The gauge itself.* A zero error of 10⁻⁶ Torr, again assumed, is 1.0% of the reading. Find out also how the gauge was calibrated. If it was compared, while hot, with a standard at room temperature in the free-molecular regime, its scale may already contain the thermal correction. Applying the correction again would then introduce the error you want to remove.

With these reservations, your chamber pressure is about 8.9×10⁻⁵ Torr. If the pressure later rises so far that the mean free path becomes much shorter than 10 mm, the correction fades and your original rule becomes the right one. The change is gradual: at a mean free path of 1 mm, kinetic theory for a long tube with diffuse walls still gives a difference of roughly 1 to 2.5 percent, depending on the collision model and on whether the 1 mm refers to the hot or the cold end.
